# Phonon effects on the amplitude of de Haas–van Alphen oscillations, part 1

(Sections cited here and not found follow in the later parts.)

## The first Matsubara frequency and the damping of de Haas–van Alphen oscillations

Suppose the Eliashberg function $\alpha^2F(\Omega)$ of a metal has been computed, and the result is to be compared with the amplitude of de Haas–van Alphen (dHvA) oscillations. Two decisions have to be made. The first is which mass belongs in the thermal damping factor. The candidates are the band mass times $1+\lambda$, with $\lambda=2\int d\Omega\,\alpha^2F(\Omega)/\Omega$, and the band mass times $1+\lambda_T$, where $\lambda_T$ is the slope of the real part of the self-energy at the Fermi level at the temperature of the measurement, the slope that appears as the kink in a spectral function. The second is whether the lifetime broadening $\Gamma=-\mathrm{Im}\,\Sigma$ caused by thermal phonons, which is visible as a linewidth, should be inserted as a Dingle factor in the way impurity broadening is. In the model worked out below the wrong choices lower the predicted amplitude to 0.58 or 0.36 of the correct value, or raise the mass predicted from the temperature slope of the amplitude by 15%; conversely, a fit of data that includes the phonon Dingle factor returns a mass 15% too low.

Within Migdal theory for a wide flat band the answer is: use $1+\lambda$, and insert no phonon Dingle factor. Both statements follow from one identity, $Z(i\pi T)=1+\lambda$ at every temperature. The identity holds at the first Matsubara frequency only, so its consequence for the amplitude is exact only for the leading term of a Matsubara sum, and the size of the remaining terms has to be established separately.

We set $\hbar=k_B=1$ and give energies and temperatures in meV, the natural scale of phonon and cyclotron energies.

### The self-energy on the imaginary axis

Fermionic and bosonic Matsubara frequencies are $\omega_n=(2n+1)\pi T$ and $\nu_l=2\pi lT$. The band energy $\xi$ is measured from the chemical potential. The system is in the normal state. The self-energy is taken in the Migdal approximation, with one dressed phonon line and no vertex corrections, and the static (tadpole) part is absorbed in the band energies:

$$\Sigma(\mathbf k,i\omega_n)=-T\sum_m\sum_{\mathbf k's}|g^{s}_{\mathbf{kk'}}|^2\,\mathcal D_s(i\omega_n-i\omega_m)\,G(\mathbf k',i\omega_m),\qquad \mathcal D_s(i\nu)=-\frac{2\Omega_s}{\Omega_s^2+\nu^2}.\tag{1}$$

The overall sign is confirmed after (10) by comparison with second-order perturbation theory. Three assumptions reduce (1) to a function of frequency alone. The density of states per spin is a constant $N_0$ for $-W<\xi<W$, so that $\sum_{\mathbf k'}\to N_0\int d\xi'\langle\cdots\rangle$ with an average over the constant-energy surface. The coupling and the phonon frequencies do not depend on $\xi'$ and are replaced by their Fermi-surface average, $\alpha^2F(\Omega)=N_0\langle\langle\sum_s|g^s|^2\delta(\Omega-\Omega_s)\rangle\rangle$. Finally $\alpha^2F$ is held fixed as $T$ and the magnetic field vary. With

$$\lambda(\nu)=2\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\frac{\Omega}{\Omega^2+\nu^2},\qquad \lambda\equiv\lambda(0),\tag{2}$$

the two minus signs in (1) cancel and

$$\Sigma(i\omega_n)=T\sum_m\lambda(\nu_{n-m})\int_{-W}^{W}d\xi\,G(\xi,i\omega_m).\tag{3}$$

Three properties of (2) are used repeatedly: $\lambda(\nu)$ is even, it decreases strictly with $|\nu|$ because each integrand does, and it falls as $\nu^{-2}$ at large $\nu$. We assume $\lambda$ is finite.

Write $\Sigma(i\omega_n)=-i\zeta_n$ and $\tilde\omega_n=\omega_n+\zeta_n=Z_n\omega_n$, which defines the renormalisation function $Z_n=Z(i\omega_n)$. For real $\zeta_m$ the Green function is $G=1/(i\tilde\omega_m-\xi)=-(\xi+i\tilde\omega_m)/(\xi^2+\tilde\omega_m^2)$. The part odd in $\xi$ integrates to zero over the symmetric band, and the even part gives

$$\int_{-W}^{W}d\xi\,G(\xi,i\omega_m)=-2i\arctan\frac{W}{\tilde\omega_m}\;\xrightarrow{\;W\to\infty\;}\;-i\pi\,\mathrm{sgn}\,\tilde\omega_m=-i\pi\,\mathrm{sgn}\,\omega_m .\tag{4}$$

The result is imaginary, so real $\zeta_n$ is consistent with (3). The last equality needs $\zeta_m$ to have the sign of $\omega_m$, which (6) confirms. In the wide-band limit the integral does not depend on the size of $\Sigma$: a self-energy that depends on frequency only moves the pole of $G$ in the complex $\xi$ plane without moving it across the real axis, and the integral counts only the side on which the pole lies. The bare and the self-consistent Green function therefore give the same self-energy, and (3) becomes explicit:

$$\zeta_n=\pi T\sum_m\lambda(\nu_{n-m})\,\mathrm{sgn}\,\omega_m .\tag{5}$$

Take $n\ge0$ and put $l=n-m$. The terms with $m\ge0$ have $l\le n$ and a plus sign. The terms with $m\le-1$ have $l\ge n+1$ and a minus sign. Both sums converge absolutely because $\lambda(\nu_l)\sim l^{-2}$, so they may be regrouped. Since $\lambda$ is even, the part of the first sum with $l\le-(n+1)$ equals the whole second sum and cancels it. What remains is finite:

$$\zeta_n=\pi T\sum_{l=-n}^{n}\lambda(\nu_l)=\pi T\Big[\lambda+2\sum_{l=1}^{n}\lambda(\nu_l)\Big].\tag{6}$$

Dividing by $\omega_n=(2n+1)\pi T$,

$$Z_n=1+\frac{1}{2n+1}\sum_{l=-n}^{n}\lambda(\nu_l),\qquad Z_0=1+\lambda .\tag{7}$$

$Z_n-1$ is the average of $\lambda(\nu_l)$ over the $2n+1$ bosonic frequencies nearest zero. For $n=0$ the average contains only $l=0$, and $\nu_0=0$ is the one bosonic frequency that does not depend on $T$. This is the first-Matsubara-frequency rule: $Z(i\pi T)=1+\lambda$ for any $T$ and any shape of $\alpha^2F$. For $n\ge1$ the average includes terms smaller than $\lambda$, so $Z_n<1+\lambda$ and $Z_n$ depends on $T$. When $\omega_n$ is far below the phonon frequencies every term is close to $\lambda$ and $Z_n\to1+\lambda$. When $2\pi T$ is far above them only $l=0$ survives and $Z_n\to1+\lambda/(2n+1)$, that is $\zeta_n\to\pi T\lambda$ for all $n\ge0$.

If $\alpha^2F$ itself changes with temperature, through anharmonicity or thermal expansion, (7) holds with the $\lambda$ of the spectrum at that temperature. If the coupling depends on the position $\mathbf k$ on the Fermi surface but not on $\xi'$, steps (3) to (7) go through with $\alpha^2F_{\mathbf k}$ and give $Z_{\mathbf k}(i\pi T)=1+\lambda_{\mathbf k}$.

### Continuation to the real axis

To see where the thermal linewidth has gone we need $\Sigma(z)$ throughout the upper half-plane. By (4) the bare $G=1/(i\omega_m-\xi)$ may be used in (3). Let $f(x)=1/(e^{x/T}+1)$ and $n_B(\Omega)=1/(e^{\Omega/T}-1)$. The function $f$ has poles at $x=i\omega_m$ with residue $-T$. If $h(x)$ is rational and falls faster than $1/|x|$, the integral of $fh$ over a large circle passing between those poles vanishes, so all residues add to zero:

$$T\sum_m h(i\omega_m)=\sum_{\text{poles }x_p\text{ of }h}f(x_p)\,\mathrm{Res}\,h(x_p).\tag{8}$$

Use $2\Omega/(\Omega^2+\nu^2)=1/(\Omega-i\nu)+1/(\Omega+i\nu)$ with $i\nu=i\omega_n-x$, so that

$$h(x)=\Big[\frac{1}{x-(i\omega_n-\Omega)}-\frac{1}{x-(i\omega_n+\Omega)}\Big]\frac{1}{x-\xi}.\tag{9}$$

Because $e^{i\omega_n/T}=-1$, the Fermi function at the phonon poles turns into a Bose function: $f(i\omega_n-\Omega)=1/(1-e^{-\Omega/T})=1+n_B(\Omega)$ and $f(i\omega_n+\Omega)=1/(1-e^{\Omega/T})=-n_B(\Omega)$. The pole at $i\omega_n-\Omega$ contributes $(1+n_B)/(i\omega_n-\Omega-\xi)$. The pole at $i\omega_n+\Omega$ contributes $(-n_B)\cdot(-1)/(i\omega_n+\Omega-\xi)$. The pole at $\xi$ contributes $f(\xi)[-1/(i\omega_n-\Omega-\xi)+1/(i\omega_n+\Omega-\xi)]$. Collecting terms and replacing $i\omega_n$ by $z$,

$$\Sigma(z)=\int d\Omega\,\alpha^2F(\Omega)\int d\xi\left[\frac{1+n_B(\Omega)-f(\xi)}{z-\xi-\Omega}+\frac{n_B(\Omega)+f(\xi)}{z-\xi+\Omega}\right].\tag{10}$$

This function is analytic and bounded for $\mathrm{Im}\,z>0$ and agrees with $\Sigma(i\omega_n)$ at all positive Matsubara frequencies, which identifies it as the retarded self-energy. At $T=0$ the first term is $|g|^2/(z-\xi-\Omega)$ summed over empty states, the second-order energy shift for emitting a phonon, and this fixes the sign in (1). Both numerators are positive and $\mathrm{Im}\,[1/(z-x)]<0$ for real $x$, so $\mathrm{Im}\,\Sigma(z)<0$ everywhere in the upper half-plane.

The $\xi$ integral can be done in closed form. Write $1-f=\tfrac12+\tfrac12\tanh(\xi/2T)$ and $f=\tfrac12-\tfrac12\tanh(\xi/2T)$. The terms without $\tanh$ have the constant numerator $n_B+\tfrac12=\tfrac12\coth(\Omega/2T)$, and each of the two denominators integrates to $-i\pi$ over the symmetric wide band as in (4), since a finite shift of $\xi$ changes the integral only at order $1/W$. They give $-i\pi\coth(\Omega/2T)$. The remainder is

$$I=\frac12\int_{-\infty}^{\infty}d\xi\,\tanh\frac{\xi}{2T}\Big[\frac{1}{z-\Omega-\xi}-\frac{1}{z+\Omega-\xi}\Big].\tag{11}$$

The bracket falls as $\xi^{-2}$ and its poles lie in the upper half of the $\xi$ plane, so the contour is closed below, clockwise, around the poles of $\tanh(\xi/2T)$ at $\xi=-i\omega_m$, $m\ge0$, each with residue $2T$:

$$I=-2\pi iT\sum_{m\ge0}\Big[\frac{1}{z-\Omega+i\omega_m}-\frac{1}{z+\Omega+i\omega_m}\Big].\tag{12}$$

Take out $2\pi iT$ from each denominator: $z-\Omega+i\omega_m=2\pi iT\,[m+\tfrac12+i(\Omega-z)/2\pi T]$ and $z+\Omega+i\omega_m=2\pi iT\,[m+\tfrac12-i(\Omega+z)/2\pi T]$. The digamma function obeys $\psi(p)-\psi(q)=\sum_{m\ge0}[1/(m+q)-1/(m+p)]$, and therefore

$$\Sigma(z)=\int d\Omega\,\alpha^2F(\Omega)\Big[-i\pi\coth\frac{\Omega}{2T}+\psi(\tfrac12+u)-\psi(\tfrac12-v)\Big],\quad u=\frac{i(\Omega-z)}{2\pi T},\quad v=\frac{i(\Omega+z)}{2\pi T}.\tag{13}$$

As $z\to i\infty$ the two digamma functions approach each other, and comparison with (6) gives a sum rule needed later,

$$\zeta_\infty=\pi T\sum_{l=-\infty}^{\infty}\lambda(\nu_l)=\pi\int d\Omega\,\alpha^2F(\Omega)\coth\frac{\Omega}{2T}.\tag{14}$$

The program checks (6) and (13) against direct quadrature of (10), for a spectrum of two Einstein modes at temperatures from far below to far above the mode energies, to a relative accuracy of $10^{-7}$.

### Where the thermal linewidth goes

Split each digamma function in (13) into parts even and odd in its second argument. The reflection formula $\psi(1-x)-\psi(x)=\pi\cot\pi x$ with $x=\tfrac12-u$ gives $\psi(\tfrac12+u)-\psi(\tfrac12-u)=\pi\tan\pi u$, and $\tan(is)=i\tanh s$. Hence

$$\psi(\tfrac12+u)=\tfrac12[\psi(\tfrac12+u)+\psi(\tfrac12-u)]+\frac{i\pi}{2}\tanh\frac{\Omega-z}{2T},$$

$$\psi(\tfrac12-v)=\tfrac12[\psi(\tfrac12+v)+\psi(\tfrac12-v)]-\frac{i\pi}{2}\tanh\frac{\Omega+z}{2T}.$$

With $\tanh(x/2T)=1-2f(x)$ and $\coth(\Omega/2T)=1+2n_B$, the explicit terms combine to $-i\pi(1+2n_B)+i\pi[1-f(\Omega-z)-f(\Omega+z)]$, in which the ones cancel. Thus $\Sigma(z)=R(z)-i\Gamma(z)$ with

$$\Gamma(z)=\pi\int d\Omega\,\alpha^2F(\Omega)\,[\,2n_B(\Omega)+f(\Omega+z)+f(\Omega-z)\,],\tag{15}$$

$$R(z)=\tfrac12\int d\Omega\,\alpha^2F(\Omega)\,[\psi(\tfrac12+u)+\psi(\tfrac12-u)-\psi(\tfrac12+v)-\psi(\tfrac12-v)].\tag{16}$$

For real $z=\omega$ the numbers $u$ and $v$ are imaginary, the digamma functions in (16) come in complex-conjugate pairs, and $R$ and $-\Gamma$ are the real and imaginary parts of $\Sigma$. $\Gamma$ is even in $z$. $R$ is odd, since $z\to-z$ exchanges $u$ and $v$.

Now set $z=i\pi T$. In (15), $e^{\pm i\pi}=-1$ gives $f(\Omega\pm i\pi T)=1/(1-e^{\Omega/T})=-n_B(\Omega)$, and the bracket vanishes for every $\Omega>0$. In (16), with $y=\Omega/2\pi T$, one has $u=iy+\tfrac12$ and $v=iy-\tfrac12$, so the bracket is $\psi(1+iy)+\psi(-iy)-\psi(iy)-\psi(1-iy)$. The recurrence $\psi(1+x)-\psi(x)=1/x$, applied with $x=iy$ and $x=-iy$, turns this into $1/(iy)-1/(-iy)=-2i/y=-4\pi iT/\Omega$. Therefore

$$\Gamma(i\pi T)=0,\qquad R(i\pi T)=-i\pi T\int d\Omega\,\alpha^2F(\Omega)\frac{2}{\Omega}=-i\pi T\lambda .\tag{17}$$

This is a second proof of $Z_0=1+\lambda$, and it shows the mechanism. The function whose real-axis values are the thermal linewidth has a zero at $i\pi T$, because there the Fermi factors of the final electron states equal minus the Bose factors of the phonons. The function whose real-axis slope is the kink takes at $i\pi T$ the value that a zero-temperature slope $-\lambda$ would give. Both parts of (17) are asserted in the program at six temperatures.

One point needs care for a continuous spectrum. $\Gamma$ and $R$ separately have poles at $z=\pm\Omega+i\pi T$, which cancel in $\Sigma$, and these approach $i\pi T$ as $\Omega\to0$. Put $z=i(\pi T-\epsilon)$. Then $f(\Omega\pm z)=-n_B(\Omega\mp i\epsilon)$, and for $\Omega,\epsilon\ll T$, where $n_B(x)\simeq T/x-\tfrac12$, the bracket of (15) is $2T/\Omega-2T\Omega/(\Omega^2+\epsilon^2)=2T\epsilon^2/[\Omega(\Omega^2+\epsilon^2)]$. For $\alpha^2F\propto\Omega^p$ at small $\Omega$, the substitution $\Omega=\epsilon t$ shows that the integral is of order $\epsilon^p$ for $0<p<2$ and $\epsilon^2\ln(1/\epsilon)$ for $p=2$. It vanishes as $\epsilon\to0$ whenever $p>0$, which is also the condition for finite $\lambda$. A mode with $\Omega\ll\epsilon$, on the other hand, keeps the bracket $2T/\Omega$, that is $\Gamma=\pi T\lambda_{\rm mode}$, up to a distance of order $\Omega$ from $i\pi T$. For very soft modes the division of $\Sigma(i\pi T)$ between "mass" and "width" is delicate, while the total $-i\pi T\lambda$ is not.

On the real axis neither quantity is constant in $T$. At $\omega=0$, $n_B(\Omega)+f(\Omega)=1/\sinh(\Omega/T)$, so

$$\Gamma(0)=2\pi\int d\Omega\,\frac{\alpha^2F(\Omega)}{\sinh(\Omega/T)}\;\xrightarrow{\;T\gg\Omega\;}\;2\pi T\int d\Omega\frac{\alpha^2F}{\Omega}=\pi\lambda T .\tag{18}$$

Differentiating (13) at $z=0$ gives $-\frac{i}{2\pi T}[\psi'(\tfrac12+iy)-\psi'(\tfrac12-iy)]=\frac{1}{\pi T}\mathrm{Im}\,\psi'(\tfrac12+iy)$ under the integral, so

$$\lambda_T\equiv-\frac{\partial R}{\partial\omega}\Big|_{0}=-\frac{1}{\pi T}\int d\Omega\,\alpha^2F(\Omega)\,\mathrm{Im}\,\psi'(\tfrac12+iy).\tag{19}$$

For $y\gg1$, apply the midpoint rule $\sum_{m\ge0}h(m+\tfrac12)\simeq\int_0^\infty h\,dt+h'(0)/24$ to $\psi'(\tfrac12+x)=\sum_m(m+\tfrac12+x)^{-2}$; this gives $1/x-1/(12x^3)$. With $x=iy$, $-\mathrm{Im}\,\psi'=1/y+1/(12y^3)$, and a mode with $\Omega\gg T$ contributes $(2/\Omega)[1+\pi^2T^2/3\Omega^2]$ per unit weight, more than its share $2/\Omega$ of $\lambda$. For $y\ll1$, $\mathrm{Im}\,\psi'\simeq y\,\psi''(\tfrac12)$ with $\psi''(\tfrac12)=-2\sum_m(m+\tfrac12)^{-3}=-14\zeta_{\rm R}(3)$, where $\zeta_{\rm R}$ is the Riemann function, so

$$\lambda_T\;\xrightarrow{\;T\gg\Omega\;}\;\frac{7\zeta_{\rm R}(3)}{\pi^2T^2}\int d\Omega\,\alpha^2F(\Omega)\,\Omega .\tag{20}$$

The contribution of each mode to $\lambda_T$ thus starts at its share of $\lambda$, rises above it, and decays as $T^{-2}$. In the two limits the same number $\zeta_0=\pi T\lambda$ has two different readings. At low $T$ it is $\lambda_T\cdot\pi T$ with $\Gamma(0)$ negligible: a mass enhancement. At high $T$ it is $\Gamma(0)$ with $\lambda_T$ negligible: elastic scattering from a lattice that is frozen in a thermal configuration on the time scale $1/T$. The factor $2T/\Omega=-T\mathcal D(0)$ of the $l=0$ term is the classical limit of $2n_B+1$, the mean-square displacement of the mode in units of its zero-point value.

For a wide flat band, $Z(i\pi T)=1+\lambda$ at every temperature, and the function $\Gamma(z)$ that gives the thermal linewidth on the real axis vanishes at $z=i\pi T$. It remains to find the corrections from finite bandwidth, the effect of impurities, and what the identity implies for the oscillation amplitude, including the size of the Matsubara terms beyond the first.
